# When a stationary cluster in a closed vapour is stable

A calculation of copper condensing in a small sealed cavity reaches a point where a root-finder returns a radius at which the droplet neither grows nor shrinks. One must then decide what that radius is. If it is a critical nucleus, its free energy belongs in the exponent of a nucleation rate. If it is the final droplet, it belongs in the list of products. The belief that every stationary cluster in supersaturated vapour is unstable settles the question without looking, and in a closed volume it can settle it wrongly. The case below has two stationary radii, and the larger is a droplet in a free-energy well.

## The free energy of the closed box

A rigid box of volume $V$ at fixed temperature holds $N$ atoms. One spherical liquid cluster contains $n$ of them, and the other $N-n$ are single atoms forming an ideal gas. The algebra uses atomic units with temperature measured as an energy, $\tau=k_BT$. Numbers are in nm, eV, K and Torr.

The model is that of capillarity: the surface tension $\gamma$ and the volume per liquid atom $v$ do not depend on the radius $r$, so that

$$n=\frac{4\pi r^3}{3v},\qquad \frac{dr}{dn}=\frac{v}{4\pi r^2}.$$

The cluster's volume is neglected beside $V$, and $n$ is treated as continuous.

Let $z$ be the partition function of one gas atom per unit volume. A gas of $N_1=N-n$ atoms has free energy $\tau N_1[\ln(N_1/zV)-1]$ and chemical potential $\tau\ln(N_1/zV)$. Let $N_s$ be the number of gas atoms in the box at saturation over flat liquid. The bulk liquid then has free energy $\mu_s=\tau\ln(N_s/zV)$ per atom, if the very small pressure-volume term of the liquid is dropped. Writing $\ln(N_1/zV)=\ln(N_1/N_s)+\mu_s/\tau$ and adding gas, liquid and surface gives

$$F=\tau N_1\left[\ln\frac{N_1}{N_s}-1\right]+(N_1+n)\mu_s+4\pi\gamma r^2 .$$

Since $N_1+n=N$ is fixed, the middle term is a constant and is dropped.

For the slope, the derivative of $N_1[\ln(N_1/N_s)-1]$ with respect to $N_1$ is $\ln(N_1/N_s)$, and $dN_1/dn=-1$. The surface term gives $8\pi\gamma r\cdot v/(4\pi r^2)=2\gamma v/r$. With

$$R=\frac{2\gamma v}{\tau},\qquad u=\frac{R}{r},$$

the result is

$$F'(n)=\tau\left[u-\ln\frac{N-n}{N_s}\right].$$

A stationary cluster therefore obeys the Gibbs–Thomson condition

$$N-n=N_s e^{u}. \tag{1}$$

For the curvature, $r\propto n^{1/3}$ gives $du/dn=-u/(3n)$, and $-\ln(N-n)$ has derivative $1/(N-n)$. Hence

$$F''(n)=\tau\left[\frac{1}{N-n}-\frac{u}{3n}\right]. \tag{2}$$

The second term is destabilizing: a larger cluster has a lower equilibrium vapour pressure, so growth favours more growth. The first term is depletion: each atom gained by the cluster is lost by the vapour.

## The counter-example

A cubic cavity of edge 2000 nm at 1500 K holds $N=5000$ copper atoms. The droplet rests on a wall that liquid copper hardly wets, and is treated as a full sphere. Rough typical values for liquid copper are $\gamma=8$ eV/nm², $v=0.0133$ nm³ and a saturation pressure $p_s=0.01$ Torr. Then $\tau=0.1293$ eV and

$$R=\frac{2(8)(0.0133)}{0.1293}=1.646\ \text{nm},\qquad N_s=\frac{p_sV}{\tau}=515 .$$

The initial supersaturation is $S=N/N_s=9.71$. A numerical search for the roots of (1) finds two.

| | small | large |
|---|---|---|
| $r$ (nm) | 0.732 | 2.324 |
| $n$ | 124 | 3954 |
| $N-n$ | 4876 | 1046 |
| $(N-n)/N_s$ | 9.47 | 2.03 |

In angstrom the radii are 7.3 and 23.2. The large root can be followed by hand: $u=1.646/2.324=0.7083$, so $N_se^u=515\times2.031=1046$, and $3954+1046=5000$.

Equation (2) now decides the character of each. For the small cluster,

$$\frac{F''}{\tau}=\frac{1}{4876}-\frac{2.248}{3(123.7)}=2.05\times10^{-4}-6.06\times10^{-3}<0,$$

so it is a maximum. For the large one,

$$\frac{F''}{\tau}=\frac{1}{1046}-\frac{0.708}{3(3954)}=9.56\times10^{-4}-5.97\times10^{-5}>0,$$

so it is a minimum, with $F''=1.16\times10^{-4}$ eV per atom squared. Depletion outweighs the surface term sixteenfold.

The heights follow from $F(n)-F(0)$. At a stationary point $\ln[(N-n)/N_s]=u$. Also $n\tau u=(4\pi r^3/3v)(2\gamma v/r)=\tfrac{8\pi}{3}\gamma r^2$, so the surface energy is $4\pi\gamma r^2=\tfrac32 n\tau u$. Therefore

$$\frac{\Delta F}{\tau}=(N-n)(u-1)-N(\ln S-1)+\tfrac32nu=(N-n)u+\tfrac32nu+n-N\ln S. \tag{3}$$

This gives $+17.8$ eV for the small cluster and $-319$ eV for the large one, relative to pure vapour. The way up from the vapour is $137\,\tau$, so on a uniformly poorly wetted wall the droplet will not form unaided in any reasonable time and has to be seeded. This height is sensitive to the inputs. The alternative values considered in the last section lower it to about $91\,\tau$ ($p_s=0.006$ Torr), $83\,\tau$ ($\delta=0.05$ nm) or $45\,\tau$ (both, at a contact angle of 140°), which is still high. On a surface wetted at 60° it would be only about $21\,\tau$, so a better-wetted patch can itself act as the seed. Once present, it is separated from the barrier top by $17.8+319\approx337$ eV.

## Where the belief is right

Suppose instead that a reservoir holds the vapour at a fixed pressure, $P$ times saturation. Moving one atom from vapour to bulk liquid then changes the free energy by $-\tau\ln P$ however large the cluster is, and the relevant potential is

$$W(n)=4\pi\gamma r^2-n\tau\ln P,\qquad W''=-\frac{\tau u}{3n}<0 .$$

The depletion term is absent, and every stationary cluster is a maximum. For a pure, uncharged droplet of constant surface tension, the belief is thus a correct theorem about an open system.

The two situations can be compared for the same droplet. Fix the pressure at $P=2.03$, the value the large droplet has around it in the closed cavity. The radius 2.324 nm is again stationary, but now $W''=-7.7\times10^{-6}$ eV per atom squared. The droplet is the critical nucleus of its own residual vapour when that vapour is replenished, and a stable product when it is not. Taken for a nucleus, it would be assigned the barrier

$$W=4\pi\gamma r^2-n\tau u=4\pi\gamma r^2\left(1-\tfrac23\right)=\tfrac43\pi\gamma r^2\approx181\ \text{eV},$$

which plays no part in the sealed cavity.

## The general statement

Within the model above, for one cluster in a closed isothermal box, there is a threshold $N_{\min}>N_s$.

- If $N<N_{\min}$, no stationary cluster exists.
- If $N>N_{\min}$, exactly two exist. The smaller is a local maximum of $F$ and the larger a local minimum.
- If $N=N_{\min}$, they merge into a horizontal inflection.

**Proof.** Write condition (1) as $N=G(n)$ with

$$G(n)=n+N_se^{u(n)} .$$

From $u'=-u/(3n)$,

$$u''=-\frac{u'}{3n}+\frac{u}{3n^2}=\frac{u}{9n^2}+\frac{3u}{9n^2}=\frac{4u}{9n^2}>0,$$

so $G''=N_se^u(u''+u'^2)>0$ and $G$ is strictly convex. It diverges as $n\to0$, where $u\to\infty$, and as $n\to\infty$. It therefore has a single minimum, $N_{\min}$, and takes each higher value exactly twice.

The sign of $F'$ is that of $u-\ln[(N-n)/N_s]$, hence that of $N_se^u-(N-n)=G(n)-N$. For $N>N_{\min}$, $G-N$ is positive below the smaller root, negative between the roots and positive above the larger. So $F$ rises, falls and rises again, which is a maximum followed by a minimum. For $N=N_{\min}$, $F$ rises on both sides of the single root. For $N<N_{\min}$, it rises throughout. $\square$

At a root the slope of $G$ also measures the curvature of $F$:

$$G'=1-N_se^u\frac{u}{3n}=1-\frac{(N-n)u}{3n}=\frac{(N-n)F''}{\tau}. \tag{4}$$

A computed root can therefore be classified by one inequality: it is stable if $3n>u(N-n)$.

**The threshold.** At the minimum of $G$, $G'=0$ gives $3n=uN_se^u$. Define $n_R=4\pi R^3/(3v)$, the number of atoms in a sphere of radius $R$. Since $r=R/u$, $n=n_R/u^3$, and

$$u^4e^u=\frac{3n_R}{N_s}\equiv K .$$

Taking the fourth root and dividing by 4 gives $(u/4)e^{u/4}=K^{1/4}/4$. The Lambert function $W_0$, defined by $W_0(x)e^{W_0(x)}=x$ for $x>0$, solves this:

$$u=4W_0\!\left(\tfrac14K^{1/4}\right),\qquad \frac{N_{\min}}{N_s}=e^u\left(1+\frac u3\right). \tag{5}$$

The second formula uses $n=uN_se^u/3$ in $G$. The right side exceeds 1, so being supersaturated is not enough. In the cavity $N_{\min}=2517$, a supersaturation of 4.89, and the two radii merge at 1.33 nm. With 2400 atoms the vapour is still supersaturated 4.7 times, yet no droplet of any size can persist.

**Stable against small changes, or favoured?** At threshold $F$ never decreases with $n$, so the merged cluster lies above the pure vapour. Along the larger branch $F'=0$, so only the explicit dependence on $N$ contributes to the change of $\Delta F$:

$$\frac{d\,\Delta F}{dN}=\tau\left[\ln\frac{N-n}{N_s}-\ln\frac{N}{N_s}\right]=\tau\ln\frac{N-n}{N}<0 .$$

The droplet's free energy thus falls steadily and can cross that of the vapour only once. Solving $\Delta F=0$ numerically puts the crossing at $N=3012$, or $S=5.85$. The model leaves out the droplet's freedom of position, and counting it as roughly 20 to 27 $\tau$ of free energy would lower the crossing by some 25 to 35 atoms. Between 2517 and 3012 atoms the droplet is a local minimum but has more free energy than the vapour. Very close to the threshold, fluctuations soon carry it out of its shallow well, but the well deepens quickly: its depth is about $4\tau$ at 2550 atoms and already about $17\tau$ at 2600. For the full sphere, with the sticking rates of the next section, the mean lifetime is of the order of seconds in the first case and days in the second. These times depend exponentially on the depth and are only illustrative: the slightly flattened shape of a droplet resting at a contact angle of 140° would lengthen them to roughly twenty minutes and a century. At 5000 atoms the droplet has less free energy than the vapour.

**Large box.** Keep $S>1$ fixed and let $V$, and with it $N_s$, grow. Condition (1) reads $n/N_s+e^u=S$. On the small branch $n/N_s\to0$ and $u\to\ln S$, which gives the usual critical radius $R/\ln S$. On the large branch $u\to0$ and $n\to(S-1)N_s$, so the stable radius goes to infinity as $V^{1/3}$. An infinite vessel has no second finite radius, and the familiar belief returns. For $K\ll1$, equation (5) becomes $u\approx K^{1/4}$ and $N_{\min}/N_s\approx1+\tfrac43K^{1/4}$, so the threshold approaches saturation slowly, as $V^{-1/4}$.

## Approach to the stable radius and fluctuations

Let $j=p_s/\sqrt{2\pi m\tau}$ be the flux of atoms of mass $m$ onto unit area at saturation, and let every arriving atom stick. Arrival scales with the vapour density. Departure must balance arrival when (1) holds, so it is $je^u$. Then

$$\frac{dn}{dt}=4\pi r^2j\left[\frac{N-n}{N_s}-e^u\right]=-\frac{4\pi r^2j}{N_s}\,[G(n)-N].$$

Near the large root, a small deviation decays at the rate $4\pi r^2jG'/N_s$. Here $j=1.14\times10^4$ nm⁻² s⁻¹, the area is $67.9$ nm², and (4) gives $G'=1046\times8.97\times10^{-4}=0.94$. The rate is about $1.4\times10^3$ s⁻¹ and the relaxation time 0.71 ms. This counts only atoms arriving from the vapour. Copper adsorbed on the wall would act in two opposite ways: surface diffusion to a resting droplet shortens the time, while exchange with the vapour offsets part of the depletion and lengthens it. Which effect wins depends on how fast the atoms move along the wall. The equation assumes uniform vapour. An unhindered copper atom crosses the cavity at its mean thermal speed in 2.8 ns, which leaves a wide margin even if a carrier gas lengthens the path.

In equilibrium a size has probability proportional to $e^{-F/\tau}$. Expanding $F$ to second order about the minimum gives a Gaussian with variance $\tau/F''$, hence a standard deviation of $1/\sqrt{8.97\times10^{-4}}=33$ atoms, or 0.8% of $n$.

## Several clusters: coarsening returns

The stability shown so far concerns exchange between one cluster and the vapour. With $M$ clusters and $N_1$ vapour atoms, each cluster must satisfy $N_1=N_se^u$ with the same vapour, so all have the same $u$ and the same radius. The second derivatives of $F$ are

$$\frac{\partial^2F}{\partial n_i\partial n_k}=\tau\left[\frac1{N_1}-\delta_{ik}\frac{u}{3n}\right],\qquad N_1=N-Mn .$$

For a change that moves atoms among the clusters and leaves their sum fixed, the first term cancels. The curvature is then $-\tau u/(3n)<0$. Every stationary state of two or more clusters is therefore unstable, and depletion cannot help, because exchange leaves the vapour as it was.

In the same cavity with the same 5000 atoms, two equal clusters of 1860 atoms, radius 1.81 nm, are stationary. Their common growth has positive curvature, $1.8\times10^{-4}$ eV per atom squared, but exchange has $-2.1\times10^{-5}$. The pair lies about 140 eV above the single droplet. When the growth equations are integrated numerically from atom numbers 2% above and below equality, the smaller cluster is down to 10 atoms after 20 ms. The survivor, with those last atoms returned to the vapour, settles at 2.324 nm.

## The model beside a real cavity

Copper is liquid at 1500 K, and graphite is a plausible wall that it wets poorly. The material constants are rough, so the radii illustrate a regime and are not predictions for a particular cell. The saturation pressure in particular may be nearer 0.006 Torr. That would move the two radii to about 0.59 and 2.41 nm and lower the threshold from 2517 to about 1760 atoms. Each change below is made alone, with $N=5000$.

- **Support.** A free droplet moving at its thermal speed would reach a wall in about 0.2 µs, far sooner than it relaxes, so it must be treated as resting there. For an assumed contact angle $\theta=140^\circ$, volume and surface free energy at a given radius are both multiplied by $(2-3\cos\theta+\cos^3\theta)/4=0.96$. The large radius becomes 2.356 nm.
- **Temperature.** With a heat of vaporization $L\approx3.2$ eV per atom, 10 K more raises $p_s$ by about 18%. The radii become 0.784 and 2.287 nm.
- **Curved surface.** Replacing the surface energy by $4\pi\gamma r^2(1-2\delta/r)$ with a trial $\delta=0.05$ nm gives 0.677 and 2.327 nm. The barrier cluster is the more sensitive one.
- **Heat release.** Growth at net flux $q$ warms the droplet by $\delta\tau$. If argon at 100 Torr strikes it with flux $j_A$ and each atom removes $2\delta\tau$, then $Lq=2j_A\delta\tau$. The warming raises evaporation by $je^uL\delta\tau/\tau^2$, which divides $q$ by $1+je^uL^2/(2j_A\tau^2)$. With argon as the only coolant, relaxation is 4 to 5% slower, and about 9% slower if each argon atom removes only half that energy. Heat conducted into the wall would make the slowing smaller. The stationary radii do not move.

A further assumption is that the walls hold no copper. If an atom stays on the wall for a time $t_w=10^{-13}\,\text{s}\times e^{E/\tau}$, the number adsorbed is proportional to the vapour, and $N_s$ is replaced by $N_s(1+h)$, with $h$ the ratio of wall atoms to vapour atoms. For an assumed binding $E=1.0$ eV, $h=0.12$ and the large radius falls only to 2.297 nm. For 1.5 eV, $h$ is larger by $e^{0.5/0.1293}\approx48$, so $h\approx5.8$ and the effective $N_s$ is about 3500. The effective supersaturation is then $5000/3500\approx1.4$, while (5) with $K\approx1.2$ and $u\approx0.85$ demands about 3.0. The walls would take up the copper and no stationary droplet would remain. Before the larger root is accepted as a product, the atoms held by the walls must therefore be counted, along with those in the vapour.
